# Dispersion Attraction Lowers Kinetic Energy and Raises Potential Energy: a numerical check

```python
"""
Result under test: for two neutral Coulomb atoms with E(R) = E_inf - C6/R^6,
    change of kinetic energy          dT = -5 C6/R^6
    change of total potential energy  dV = +4 C6/R^6 = dW + U,
    dW = +6 C6/R^6 (potential energy inside the atoms),
    U  = -2 C6/R^6 (dipole-dipole interaction between the atoms).
Model: each atom is one particle of charge -1 bound to a fixed charge +1;
the particle masses are 1 (atom A) and 2 (atom B). Hartree atomic units.
The energy parts are expectation values in the diagonalized coupled state;
C6 is obtained separately from polarizabilities at imaginary frequency.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.special import genlaguerre
from scipy.constants import physical_constants, N_A
from pyscf import gto

N_RADIAL = 10
NODES, WEIGHTS = np.polynomial.laguerre.laggauss(30)


def radial_functions(l, zeta):
    """Orthonormal radial functions u(r) and du/dr, without exp(-zeta r)."""
    values, slopes = [], []
    for k in range(N_RADIAL):
        power = np.poly1d([1.0] + [0.0] * (l + 1))
        poly = power * np.poly1d(genlaguerre(k, 2 * l + 2).coeffs)
        p = poly(NODES)
        norm = np.sqrt(np.sum(WEIGHTS * p * p) / (2 * zeta))
        values.append(p / norm)
        slopes.append(2 * zeta * (poly.deriv()(NODES) - p / 2) / norm)
    return np.array(values), np.array(slopes)


def make_atom(mass, charge, zeta):
    """Matrices for s (index 0) and p (index 1) states of one atom."""
    r = NODES / (2 * zeta)
    w = WEIGHTS / (2 * zeta)
    atom = {"T": [], "inv_r": [], "r": [], "W": [], "h": []}
    functions = []
    for l in (0, 1):
        u, du = radial_functions(l, zeta)
        functions.append(u)
        assert np.allclose((u * w) @ u.T, np.eye(N_RADIAL), atol=1e-9)
        kinetic = ((du * w) @ du.T
                   + l * (l + 1) * (u * w / r**2) @ u.T) / (2 * mass)
        inverse_r = (u * w / r) @ u.T
        atom["T"].append(kinetic)
        atom["inv_r"].append(inverse_r)
        atom["r"].append((u * w * r) @ u.T)
        atom["W"].append(-charge * inverse_r)
        atom["h"].append(kinetic - charge * inverse_r)
    atom["dipole"] = (functions[0] * w * r) @ functions[1].T
    energies, vectors = np.linalg.eigh(atom["h"][0])
    atom["e0"], atom["ground"] = energies[0], vectors[:, 0]
    return atom


def polarizability(atom, omega):
    """Dipole polarizability at imaginary frequency i*omega."""
    levels, vectors = np.linalg.eigh(atom["h"][1])
    gaps = levels - atom["e0"]
    strengths = (atom["ground"] @ atom["dipole"] @ vectors)**2 / 3
    return np.sum(2 * gaps * strengths / (gaps**2 + omega**2))


def casimir_polder(a, b):
    t, w = np.polynomial.legendre.leggauss(60)
    omega = (1 + t) / (1 - t)
    jacobian = 2 / (1 - t)**2
    product = [polarizability(a, x) * polarizability(b, x) for x in omega]
    return 3 / np.pi * np.sum(w * jacobian * np.array(product))


def coupled_state(a, b, distance):
    """Lowest state in the ss and pp channels joined by the dipole coupling.

    Other channels change energies and energy parts only beyond R^-6.
    """
    one = np.eye(N_RADIAL)
    size = N_RADIAL**2
    h = np.zeros((2 * size, 2 * size))
    for l in (0, 1):
        block = slice(l * size, (l + 1) * size)
        h[block, block] = np.kron(a["h"][l], one) + np.kron(one, b["h"][l])
    coupling = np.sqrt(2 / 3) / distance**3 * np.kron(a["dipole"], b["dipole"])
    h[:size, size:] = coupling
    h[size:, :size] = coupling.T
    energies, vectors = np.linalg.eigh(h)
    v = vectors[:, 0]
    interaction = 2 * v[:size] @ coupling @ v[size:]
    channels = v.reshape(2, N_RADIAL, N_RADIAL)
    return energies[0], interaction, channels


def change(atom, name, channels, first):
    """Coupled minus isolated expectation value of a one-atom operator."""
    total = 0.0
    for l in (0, 1):
        c = channels[l] if first else channels[l].T
        total += np.sum(c * (atom[name][l] @ c))
    g = atom["ground"]
    return total - g @ atom[name][0] @ g


# Virial theorem: one electron and two fixed unit charges, fixed-width basis
def two_centre(distance):
    basis = gto.expand_etbs([(0, 12, 0.05, 2.5), (1, 6, 0.1, 2.5),
                             (2, 3, 0.3, 2.5)])
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, distance)]],
                basis={"H": basis}, charge=1, spin=1, unit="Bohr", verbose=0)
    kinetic = mol.intor("int1e_kin")
    energies, vectors = eigh(kinetic + mol.intor("int1e_nuc"),
                             mol.intor("int1e_ovlp"))
    v = vectors[:, 0]
    return energies[0] + 1 / distance, v @ kinetic @ v


r_test, step = 3.0, 0.01
e_test, t_test = two_centre(r_test)
slope_test = (two_centre(r_test + step)[0]
              - two_centre(r_test - step)[0]) / (2 * step)
t_virial = -e_test - r_test * slope_test
assert abs(t_test - t_virial) < 2e-4      # finite Gaussian basis
assert abs(t_test + e_test) > 1e-2        # the force term is essential
print(f"Two-centre test: R = {r_test:.1f} bohr, E = {e_test:.5f} Eh")
print(f"  R dE/dR = {r_test * slope_test:.5f} Eh")
print(f"  T expectation = {t_test:.5f} Eh, T virial = {t_virial:.5f} Eh")

# Isolated model atoms and C6
masses = (1.0, 2.0)
A, B = [make_atom(m, 1.0, m) for m in masses]
alpha_a, alpha_b = polarizability(A, 0.0), polarizability(B, 0.0)
assert abs(alpha_a - 4.5 / masses[0]**3) < 1e-7
assert abs(alpha_b - 4.5 / masses[1]**3) < 1e-7
c6 = casimir_polder(A, B)
print(f"Model masses A, B = {masses[0]:.1f}, {masses[1]:.1f} electron masses")
print(f"Isolated energies A, B = {A['e0']:.5f}, {B['e0']:.5f} Eh")
print(f"Static polarizabilities A, B = {alpha_a:.5f}, {alpha_b:.5f} bohr^3")
print(f"C6 (Casimir-Polder) = {c6:.6f} Eh bohr^6")

# Energy parts of the coupled pair
to_joule_per_mole = physical_constants["Hartree energy"][0] * N_A
for distance in (10.0, 20.0):
    unit = c6 / distance**6
    energy, U, channels = coupled_state(A, B, distance)
    dE = energy - A["e0"] - B["e0"]
    dT_a, dT_b = change(A, "T", channels, True), change(B, "T", channels, False)
    dW_a, dW_b = change(A, "W", channels, True), change(B, "W", channels, False)
    dT, dW = dT_a + dT_b, dW_a + dW_b
    dV = dW + U
    for value, coefficient in ((dE, -1), (dT, -5), (dV, 4), (dW, 6), (U, -2)):
        assert abs(value / unit - coefficient) < 2e-3
    print(f"Coupled pair at R = {distance:.0f} bohr, "
          f"C6/R^6 = {unit * 1e6:.5f} microEh")
    for label, value in (("dE", dE), ("dT", dT), ("dV", dV),
                         ("dW", dW), ("U ", U)):
        print(f"  {label} = {value * 1e6:+.5f} microEh, "
              f"in units of C6/R^6: {value / unit:+.4f}")
    if distance == 10.0:
        print(f"  dE, dT, dV = {dE * to_joule_per_mole:+.3f}, "
              f"{dT * to_joule_per_mole:+.3f}, "
              f"{dV * to_joule_per_mole:+.3f} J/mol")
        print(f"  dT on A, B = {dT_a * 1e6:+.4f}, {dT_b * 1e6:+.4f} microEh")
        print(f"  dW on A, B = {dW_a * 1e6:+.4f}, {dW_b * 1e6:+.4f} microEh")
        inv_a = change(A, "inv_r", channels, True)
        inv_b = change(B, "inv_r", channels, False)
        r_a = change(A, "r", channels, True)
        r_b = change(B, "r", channels, False)
        assert inv_a < 0 and inv_b < 0 and r_a > 0 and r_b > 0
        print(f"  change of <1/r> on A, B = {inv_a * 1e6:+.4f}, "
              f"{inv_b * 1e6:+.4f} 1e-6/bohr")
        print(f"  change of <r> on A, B = {r_a * 1e6:+.4f}, "
              f"{r_b * 1e6:+.4f} 1e-6 bohr")
        h = 0.02
        slope = (coupled_state(A, B, distance + h)[0]
                 - coupled_state(A, B, distance - h)[0]) / (2 * h)
        assert abs((2 * dT + dV + distance * slope) / unit) < 5e-3
        assert abs((slope + 3 * U / distance) * distance / unit) < 5e-3
        print(f"  R dE/dR (finite difference) = "
              f"{distance * slope * 1e6:+.5f} microEh")
        print(f"  2 dT + dV = {(2 * dT + dV) * 1e6:+.5f} microEh")

# Exponents of C6 under scaling of masses or central charges, basis held fixed
up, down = 1.01, 0.99
log_ratio = np.log(up / down)
c6_mass = [casimir_polder(*[make_atom(m * s, 1.0, m) for m in masses])
           for s in (up, down)]
c6_charge = [casimir_polder(*[make_atom(m, s, m) for m in masses])
             for s in (up, down)]
mass_exponent = np.log(c6_mass[0] / c6_mass[1]) / log_ratio
charge_exponent = np.log(c6_charge[0] / c6_charge[1]) / log_ratio
assert abs(mass_exponent + 5) < 1e-4
assert abs(charge_exponent + 6) < 1e-4
print(f"Exponent of C6 in the masses = {mass_exponent:.5f}")
print(f"Exponent of C6 in the central charges = {charge_exponent:.5f}")

# Contrast: harmonic atoms with unit mass, charge and frequency
n_levels = 10
lower = np.diag(np.sqrt(np.arange(1, n_levels)), 1)
position = (lower + lower.T) / np.sqrt(2)
momentum_squared = -(lower - lower.T) @ (lower - lower.T) / 2
identity = np.eye(n_levels)
kinetic = (np.kron(momentum_squared, identity)
           + np.kron(identity, momentum_squared)) / 2
x_squared = position @ position
springs = (np.kron(x_squared, identity) + np.kron(identity, x_squared)) / 2
r_drude = 10.0
drude_dE = drude_dT = 0.0
for factor in (1, 1, -2):
    link = factor / r_drude**3 * np.kron(position, position)
    levels, states = np.linalg.eigh(kinetic + springs + link)
    ground = states[:, 0]
    drude_dE += levels[0] - 1.0
    drude_dT += ground @ kinetic @ ground - 0.5
drude_c6 = 3 / 4
drude_unit = drude_c6 / r_drude**6
drude_dV = drude_dE - drude_dT
assert abs(drude_dE / drude_unit + 1) < 1e-3
assert abs(drude_dT / drude_unit + 0.5) < 1e-3
assert abs(drude_dV / drude_unit + 0.5) < 1e-3
print(f"Drude pair, unit parameters, R = {r_drude:.0f} bohr, "
      f"C6 = {drude_c6:.2f} Eh bohr^6")
print(f"  dE, dT, dV in units of C6/R^6 = {drude_dE / drude_unit:+.4f}, "
      f"{drude_dT / drude_unit:+.4f}, {drude_dV / drude_unit:+.4f}")

print("all good")
```

It prints:

```
Two-centre test: R = 3.0 bohr, E = -0.57755 Eh
  R dE/dR = 0.10271 Eh
  T expectation = 0.47485 Eh, T virial = 0.47483 Eh
Model masses A, B = 1.0, 2.0 electron masses
Isolated energies A, B = -0.50000, -1.00000 Eh
Static polarizabilities A, B = 4.50000, 0.56250 bohr^3
C6 (Casimir-Polder) = 1.087023 Eh bohr^6
Coupled pair at R = 10 bohr, C6/R^6 = 1.08702 microEh
  dE = -1.08704 microEh, in units of C6/R^6: -1.0000
  dT = -5.43527 microEh, in units of C6/R^6: -5.0001
  dV = +4.34823 microEh, in units of C6/R^6: +4.0001
  dW = +6.52233 microEh, in units of C6/R^6: +6.0002
  U  = -2.17410 microEh, in units of C6/R^6: -2.0001
  dE, dT, dV = -2.854, -14.270, +11.416 J/mol
  dT on A, B = -2.5469, -2.8884 microEh
  dW on A, B = +2.9197, +3.6026 microEh
  change of <1/r> on A, B = -2.9197, -3.6026 1e-6/bohr
  change of <r> on A, B = +6.7301, +2.1517 1e-6 bohr
  R dE/dR (finite difference) = +6.52255 microEh
  2 dT + dV = -6.52230 microEh
Coupled pair at R = 20 bohr, C6/R^6 = 0.01698 microEh
  dE = -0.01698 microEh, in units of C6/R^6: -1.0000
  dT = -0.08492 microEh, in units of C6/R^6: -5.0000
  dV = +0.06794 microEh, in units of C6/R^6: +4.0000
  dW = +0.10191 microEh, in units of C6/R^6: +6.0000
  U  = -0.03397 microEh, in units of C6/R^6: -2.0000
Exponent of C6 in the masses = -5.00000
Exponent of C6 in the central charges = -6.00000
Drude pair, unit parameters, R = 10 bohr, C6 = 0.75 Eh bohr^6
  dE, dT, dV in units of C6/R^6 = -1.0000, -0.5000, -0.5000
all good
```
